# Channel Doping from Threshold and Body Bias: Noise and Depth Resolution: a numerical check

```python
"""Doping profile of a MOSFET channel from threshold versus body bias.

Result under test, for threshold T(V) at constant surface-potential offset:
    depth W = eps/(Cox*T'),   doping N(W) = -Cox^2*T'^3/(q*eps*T'').
At fixed inversion charge, T and V are first converted to depletion charge Q
and surface potential psi; then W = eps/Q', N = -Q'^3/(q*eps*Q'').
Noise sigma in T, bias step h and M fitted points set the error of N and
the depth window needed for a wanted relative error.
Symbols: V reverse source-body bias, Cox oxide capacitance per area,
eps silicon permittivity, vth thermal voltage. SI units inside.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import trapezoid
from scipy.interpolate import CubicSpline
from scipy.linalg import solve_banded
from scipy.special import ai_zeros

q, nm, cc = sc.e, 1e-9, 1e6
eps = 11.7 * sc.epsilon_0
temperature = 300.0
vth = sc.k * temperature / q
t_ox = 10 * nm
Cox = 3.9 * sc.epsilon_0 / t_ox
N_back, N_peak, x_peak, spread = 5e16 * cc, 1e17 * cc, 150 * nm, 40 * nm
V_fb = -0.9
n_i = 1e10 * cc                      # rough value for silicon at 300 K
n_minority = n_i**2 / N_back
Q_inv = q * 1e10 * 1e4               # inversion charge defining threshold
sigma, h = 1e-4, 0.05
rng = np.random.default_rng(12)


def doping(x, s=spread):
    return N_back + N_peak * np.exp(-(x - x_peak)**2 / (2 * s**2))


def solve_poisson(s):
    """Nonlinear Poisson equation with mobile holes, for rising surface psi."""
    x = np.linspace(0, 600 * nm, 1201)
    dx = x[1] - x[0]
    N = doping(x, s)
    surface = 0.02 * np.arange(271)
    psi = vth * np.log(N_back / N)
    band = np.full((3, len(x) - 2), 1 / dx**2)
    fields, profiles = [], []
    for psi_s in surface:
        psi[0], psi[-1] = psi_s, 0.0
        for _ in range(80):
            p = N_back * np.exp(-psi / vth)
            residual = ((psi[:-2] - 2 * psi[1:-1] + psi[2:]) / dx**2
                        + q / eps * (p - N)[1:-1])
            band[1] = -2 / dx**2 - q * p[1:-1] / (eps * vth)
            step = solve_banded((1, 1), band, -residual)
            psi[1:-1] += step
            if np.max(np.abs(step)) < 1e-8:
                break
        else:
            raise RuntimeError("Poisson iteration did not converge")
        p_s = N_back * np.exp(-psi_s / vth)
        fields.append((psi[0] - psi[1]) / dx
                      + dx / 2 * q / eps * (N[0] - p_s))
        profiles.append(psi.copy())
    return x, surface, np.array(fields), np.array(profiles)


def profile_from_charge(psi, Q):
    curve = CubicSpline(psi, Q)
    C, dC = curve(psi, 1), curve(psi, 2)
    return eps / C, -C**3 / (q * eps * dC)


def phi_law(Q):
    return vth * np.log(Q_inv * (Q / eps) / (q * n_minority * vth))


def charge_from_threshold(T):
    Q = Cox * (T - V_fb - 0.8)
    for _ in range(50):
        Q = Cox * (T - V_fb - phi_law(Q)) - Q_inv
    return Q


# Threshold data from the Poisson solutions, at fixed electron charge.
x, surface, field, profiles = solve_poisson(spread)
first = 30
x_fine = np.linspace(0, 60 * nm, 3001)
layer = np.array([trapezoid(np.exp(
    (CubicSpline(x[:141], pr[:141])(x_fine) - pr[0]) / vth), x_fine)
    for pr in profiles[first:]])
psi_s = surface[first:]
V_data = psi_s - vth * np.log(Q_inv / (q * n_minority * layer))
T_data = V_fb + psi_s - V_data + (eps * field[first:] + Q_inv) / Cox
T_curve = CubicSpline(V_data, T_data)
phi0 = float(CubicSpline(V_data, psi_s)(0.0))
use = (V_data >= 0) & (V_data <= 4)

W_poisson = 1 / CubicSpline(surface, field)(psi_s, 1)
Q_rec = charge_from_threshold(T_data)
W_rec, N_rec = profile_from_charge(V_data + phi_law(Q_rec), Q_rec)
W_raw = eps / (Cox * T_curve(V_data, 1))
depth_error = np.max(np.abs(W_rec / W_poisson - 1)[use])
i0 = np.argmin(np.abs(V_data))
raw_shift = W_raw[i0] / W_poisson[i0] - 1
assert depth_error < 0.01
assert raw_shift < -0.04

# Centroid of the holes removed by a small rise of the surface potential.
ic = first + np.argmin(np.abs(V_data - 1))
dp = np.exp(-profiles[ic + 1] / vth) - np.exp(-profiles[ic - 1] / vth)
centroid = trapezoid(x * dp, x) / trapezoid(dp, x)
assert abs(centroid / W_poisson[ic - first] - 1) < 3e-3

holes = CubicSpline(x, N_back * np.exp(-profiles[0] / vth))
dev_N = N_rec[use] / doping(W_rec[use]) - 1
dev_p = N_rec[use] / holes(W_rec[use]) - 1
assert np.max(np.abs(dev_N)) < 0.2
top = np.argmax(np.where(use, N_rec, 0))

# A spike thinner than the Debye length is broadened without any noise.
s_thin = 5 * nm
_, _, field_thin, _ = solve_poisson(s_thin)
W_thin, N_thin = profile_from_charge(surface[15:], eps * field_thin[15:])
W_thin, N_thin = W_thin[3:-5], N_thin[3:-5]
W_dense = np.linspace(W_thin[0], W_thin[-1], 8001)
excess = CubicSpline(W_thin, N_thin)(W_dense) - N_back
above = W_dense[excess > excess.max() / 2]
thin_width = above[-1] - above[0]
thin_true = 2 * np.sqrt(2 * np.log(2)) * s_thin
assert thin_width > 1.3 * thin_true

# Depletion model with constant offset phi0.
xg = np.linspace(0, 400 * nm, 4001)
charge_at = CubicSpline(xg, q * doping(xg)).antiderivative()
psi_at = CubicSpline(xg, q * xg * doping(xg) / eps).antiderivative()
width_at = CubicSpline(psi_at(xg[400:]), xg[400:])


def T_model(V):
    return V_fb + phi0 + charge_at(width_at(V + phi0)) / Cox


Vt, d = np.linspace(0.2, 3.8, 19), 0.04
a, b, c, e, f = [T_model(Vt + k * d) for k in (-2, -1, 0, 1, 2)]
T1 = (a - 8 * b + 8 * e - f) / (12 * d)
T2 = (-a + 16 * b - 30 * c + 16 * e - f) / (12 * d**2)
formula_error = np.max(np.abs(
    -Cox**2 * T1**3 / (q * eps * T2) / doping(eps / (Cox * T1)) - 1))
assert formula_error < 1e-3


def relative_noise(sig, M, step, N, W):
    slope, curv = eps / (Cox * W), eps**2 / (Cox * q * N * W**3)
    v2 = 720 / (M * (M**2 - 1) * (M**2 - 4) * step**4 * curv**2)
    v1 = 9 * 12 / (M * (M**2 - 1) * step**2 * slope**2)
    return sig * np.sqrt(v1 + v2)


def fitted_log_N(offsets, T):
    c2, c1, _ = np.polyfit(offsets, T, 2)
    return np.log(-Cox**2 * c1**3 / (q * eps * 2 * c2))


V0, N0 = float(psi_at(x_peak)) - phi0, float(doping(x_peak))


def simulated_scatter(sig, M):
    u = h * (np.arange(M) - M // 2)
    noisy = T_model(V0 + u)[:, None] + sig * rng.normal(size=(M, 4000))
    return np.std(fitted_log_N(u, noisy))


for M, sig in ((3, 1e-6), (21, sigma)):
    ratio = simulated_scatter(sig, M) / relative_noise(sig, M, h, N0, x_peak)
    assert abs(ratio - 1) < 0.07


def depth_window(sig, r, N, W):
    return (sig * np.sqrt(720 * h) * Cox * np.sqrt(eps * W)
            * (q * N)**-1.5 / r)**0.4


# Choose the noise for which the law demands exactly 21 points at 10 percent.
window21 = 21 * h * eps / (q * N0 * x_peak)
sigma21 = sigma * (window21 / depth_window(sigma, 0.1, N0, x_peak))**2.5
scatter21 = simulated_scatter(sigma21, 21)
assert abs(scatter21 / 0.1 - 1) < 0.08

# Averaging kernels of a densely sampled quadratic fit.
nodes, weights = np.polynomial.legendre.leggauss(40)


def kernel_averages(H):
    W = width_at(V0 + phi0 + H * nodes)
    slope = eps / (Cox * W)
    curv = -eps**2 / (Cox * q * doping(W) * W**3)
    return (np.sum(weights * 0.75 * (1 - nodes**2) * slope),
            np.sum(weights * 15 / 16 * (1 - nodes**2)**2 * curv))


u = np.linspace(-0.5, 0.5, 801)
c2, c1, _ = np.polyfit(u, T_model(V0 + u), 2)
k1, k2 = kernel_averages(0.5)
assert abs(c1 / k1 - 1) < 3e-4 and abs(2 * c2 / k2 - 1) < 3e-4

# Best window: closed law against a scan with explicit fit weights.
k1, k2 = kernel_averages(0.15)
bias_coef = np.log(-Cox**2 * k1**3 / (q * eps * k2) / N0) / 0.15**2
slope0 = eps / (Cox * x_peak)
curv0 = -eps**2 / (Cox * q * N0 * x_peak**3)
H_best = (1.25 * 22.5 * sigma**2 * h / (curv0 * bias_coef)**2)**(1 / 9)
M_law = 2 * int(H_best / h) + 1
sizes, totals = np.arange(5, 37, 2), []
for M in sizes:
    u = h * (np.arange(M) - M // 2)
    inverse = np.linalg.pinv(np.vander(u, 3))
    w = 3 * inverse[1] / slope0 - 2 * inverse[0] / curv0
    bias = fitted_log_N(u, T_model(V0 + u)) - np.log(N0)
    totals.append(np.hypot(bias, sigma * np.linalg.norm(w)))
totals = np.array(totals)
M_scan = sizes[np.argmin(totals)]
error_law = np.interp(M_law, sizes, totals)
assert 5 <= M_law <= 35 and error_law < 1.5 * totals.min()

# Whole procedure on noisy thresholds from the Poisson solutions.
M, half = 21, 10
V_grid = h * np.arange(81)
trials = T_curve(V_grid) + sigma * rng.normal(size=(300, 81))
Q_trials = charge_from_threshold(trials)
psi_trials = V_grid + phi_law(Q_trials)
kernel_width = np.sqrt(1 - 1 / np.sqrt(2))
table = []
for i in (10, 20, 30, 45, 65):
    found = []
    for Q, psi in zip(Q_trials, psi_trials):
        cut = slice(i - half, i + half + 1)
        c2, c1, _ = np.polyfit(psi[cut] - psi[i], Q[cut] / Cox, 2)
        found.append((eps / (Cox * c1),
                      -Cox**2 * c1**3 / (q * eps * 2 * c2)))
    Wm, Nm = np.mean(found, axis=0)
    scatter = np.std(np.log(np.array(found)[:, 1]))
    predicted = relative_noise(sigma, M, h, Nm, Wm)
    assert abs(scatter / predicted - 1) < 0.2
    assert abs(Nm / doping(Wm) - 1) < 0.2
    blur = kernel_width * M * h * eps / (q * Nm * Wm)
    table.append((V_grid[i], Wm, doping(Wm), Nm, scatter, predicted, blur))

# Neglected effects, passed through the same recovery procedure.
ps = np.linspace(0.7, 5.2, 451)
Wd = width_at(ps)
Qd = charge_at(Wd)
Fd = Qd / eps
phi_c = phi_law(Qd)


def recovery_error(phi, extra=0.0, Q_gate=Qd):
    V = ps - phi
    T = V_fb + phi + (Q_gate + Q_inv) / Cox + extra
    Q = charge_from_threshold(T)
    W, N = profile_from_charge(V + phi_law(Q), Q)
    ok = (V >= 0.5) & (V <= 3.5)
    return (100 * np.max(np.abs(W / Wd - 1)[ok]),
            100 * np.max(np.abs(N / doping(W) - 1)[ok]))


assert max(recovery_error(phi_c)) < 0.2
mass = 0.916 * sc.m_e                # rough mass normal to a (100) surface
E0 = (-ai_zeros(1)[0][0] * (sc.hbar**2 / (2 * mass))**(1 / 3)
      * (q * Fd)**(2 / 3) / q)
N_gate, L_channel, x_j = 1e20 * cc, 10e-6, 0.2e-6
shared = x_j / L_channel * (np.sqrt(1 + 2 * Wd / x_j) - 1)
effects = {
    "quantum confinement": recovery_error(phi_c[0] + E0 - E0[0]),
    "mobility ~ field^-0.3": recovery_error(phi_c + 0.3 * vth * np.log(Fd / Fd[0])),
    "gate depletion": recovery_error(phi_c, Qd**2 / (2 * q * eps * N_gate)),
    "charge sharing": recovery_error(phi_c, 0.0, Qd * (1 - shared)),
}
W4 = float(width_at(4 + phi0))
xs = np.linspace(0, W4, 2001)
F4 = (charge_at(W4) - charge_at(xs)) / eps
alpha = 7.03e7 * np.exp(-1.231e8 / np.maximum(F4, 1e5))  # rough, per metre
avalanche = trapezoid(alpha, xs)
assert avalanche < 1
tunnel = (4 * np.sqrt(2 * 0.2 * sc.m_e) * (1.12 * q)**1.5
          / (3 * q * sc.hbar * F4[0]))
N_v = 2.7e19 * cc                    # rough valence-band density of states
degeneracy = N0 / N_v / 2**1.5
K = N_v / 4 * np.exp(-0.045 / vth)   # rough acceptor level 45 meV
neutral = 1 - (np.sqrt(K**2 + 4 * K * N0) - K) / (2 * N0)

debye = np.sqrt(eps * vth / (q * N0))
print(f"temperature {temperature:.0f} K, thermal voltage {1e3*vth:.2f} mV")
print(f"oxide {t_ox/nm:.0f} nm, Cox {Cox*1e2:.4f} uF/cm2, flat band {V_fb} V")
print(f"background {N_back/cc:.2e}, implant {N_peak/cc:.2e} cm^-3")
print(f"implant depth {x_peak/nm:.0f} nm, standard deviation {spread/nm:.0f} nm")
print(f"threshold inversion density {Q_inv/q/1e4:.1e} cm^-2")
print(f"noise {sigma*1e3:.2f} mV, bias step {h:.2f} V, n_i {n_i/cc:.1e} cm^-3")
print(f"surface potential at V=0: {phi0:.4f} V")
for v in (0.0, 1.0, 2.0, 4.0):
    print(f"V={v:.0f} V: threshold {float(T_curve(v)):.4f} V")
print(f"inversion formula, largest error {100*formula_error:.5f} %")
print(f"depth range {W_rec[use][0]/nm:.1f} to {W_rec[use][-1]/nm:.1f} nm")
print(f"depth error at V=0 without phi correction {100*raw_shift:.2f} %")
print(f"largest depth error with phi correction {100*depth_error:.3f} %")
print(f"removed-hole centroid near V=1 V: {centroid/nm:.2f} nm")
print(f"noise-free peak {N_rec[top]/cc:.4e} cm^-3 at {W_rec[top]/nm:.1f} nm")
print(f"true peak {N0/cc:.4e} cm^-3 at {x_peak/nm:.1f} nm")
print(f"noise-free rms deviation from doping {100*np.sqrt(np.mean(dev_N**2)):.2f} %")
print(f"noise-free rms deviation from holes {100*np.sqrt(np.mean(dev_p**2)):.2f} %")
print(f"largest noise-free deviation from doping {100*np.max(abs(dev_N)):.2f} %")
print(f"thin spike width: true {thin_true/nm:.1f}, found {thin_width/nm:.1f} nm")
print(f"thin spike height found / true {excess.max()/N_peak:.3f}")
print(f"at implant peak: V {V0:.3f} V, T' {slope0:.4f}, T'' {curv0:.5f} 1/V")
print(f"3-point error of N (linear estimate) {100*relative_noise(sigma,3,h,N0,x_peak):.0f} %")
print(f"21-point error of N {100*relative_noise(sigma,21,h,N0,x_peak):.2f} %")
print("21-point recovery, mean of 300 noisy curves:")
print("V[V] W[nm] N_true N_found[cm^-3] scatter[%] law[%] kernel FWHM[nm]")
for v, W, Nt, Nf, s, p, bl in table:
    print(f"{v:.2f} {W/nm:.1f} {Nt/cc:.3e} {Nf/cc:.3e} {100*s:.2f} {100*p:.2f} {bl/nm:.1f}")
print(f"best points: law {M_law}, scan {M_scan}; bias coefficient {bias_coef:.4f} 1/V^2")
print(f"total error: law window {100*error_law:.2f} %, scan {100*totals.min():.2f} %")
for W in (x_peak, 220 * nm):
    win = depth_window(sigma, 0.1, doping(W), W)
    print(f"10% error at {W/nm:.0f} nm: window {win/nm:.1f}, FWHM {kernel_width*win/nm:.1f} nm")
print(f"simulated error where law predicts 10%: {100*scatter21:.2f} %, noise {1e3*sigma21:.3f} mV")
cross = sigma * (debye / (kernel_width * depth_window(sigma, 0.1, N0, x_peak)))**2.5
print(f"Debye length at peak {debye/nm:.2f} nm")
print(f"noise for FWHM = Debye length at 10% error: {1e3*cross:.3f} mV")
print("neglected effects, largest error for V = 0.5 to 3.5 V:")
for name, (dW, dN) in effects.items():
    print(f"{name}: depth {dW:.2f} %, doping at found depth {dN:.2f} %")
print(f"surface field at V=4 V: {F4[0]*1e-8:.3f} MV/cm")
print(f"avalanche integral {avalanche:.4f}, tunnelling exponent {tunnel:.0f}")
print(f"hole degeneracy {100*degeneracy:.2f} %, neutral acceptors in bulk {100*neutral:.1f} %")
print("success")
```

Output:

```
temperature 300 K, thermal voltage 25.85 mV
oxide 10 nm, Cox 0.3453 uF/cm2, flat band -0.9 V
background 5.00e+16, implant 1.00e+17 cm^-3
implant depth 150 nm, standard deviation 40 nm
threshold inversion density 1.0e+10 cm^-2
noise 0.10 mV, bias step 0.05 V, n_i 1.0e+10 cm^-3
surface potential at V=0: 0.7950 V
V=0 V: threshold 0.2566 V
V=1 V: threshold 0.4980 V
V=2 V: threshold 0.6882 V
V=4 V: threshold 0.9799 V
inversion formula, largest error 0.00003 %
depth range 113.7 to 254.9 nm
depth error at V=0 without phi correction -8.74 %
largest depth error with phi correction 0.249 %
removed-hole centroid near V=1 V: 150.67 nm
noise-free peak 1.4303e+17 cm^-3 at 150.6 nm
true peak 1.5000e+17 cm^-3 at 150.0 nm
noise-free rms deviation from doping 4.29 %
noise-free rms deviation from holes 0.59 %
largest noise-free deviation from doping 6.53 %
thin spike width: true 11.8, found 43.7 nm
thin spike height found / true 0.248
at implant peak: V 0.991 V, T' 0.2000, T'' -0.03832 1/V
3-point error of N (linear estimate) 256 %
21-point error of N 1.40 %
21-point recovery, mean of 300 noisy curves:
V[V] W[nm] N_true N_found[cm^-3] scatter[%] law[%] kernel FWHM[nm]
0.50 133.5 1.419e+17 1.331e+17 0.86 0.88 20.7
1.00 150.3 1.500e+17 1.416e+17 1.14 1.33 17.3
1.50 165.2 1.431e+17 1.362e+17 1.65 1.69 16.3
2.25 187.4 1.145e+17 1.119e+17 2.02 2.03 17.5
3.25 222.5 6.934e+16 7.326e+16 2.30 2.23 22.5
best points: law 23, scan 23; bias coefficient -0.0310 1/V^2
total error: law window 1.53 %, scan 1.53 %
10% error at 150 nm: window 13.7, FWHM 7.4 nm
10% error at 220 nm: window 23.0, FWHM 12.5 nm
simulated error where law predicts 10%: 10.13 %, noise 0.721 mV
Debye length at peak 10.56 nm
noise for FWHM = Debye length at 10% error: 0.242 mV
neglected effects, largest error for V = 0.5 to 3.5 V:
quantum confinement: depth 3.25 %, doping at found depth 12.86 %
mobility ~ field^-0.3: depth 1.88 %, doping at found depth 2.19 %
gate depletion: depth 0.70 %, doping at found depth 1.63 %
charge sharing: depth 3.59 %, doping at found depth 5.68 %
surface field at V=4 V: 0.351 MV/cm
avalanche integral 0.1466, tunnelling exponent 103
hole degeneracy 0.20 %, neutral acceptors in bulk 10.2 %
success
```
